# Kelvin radius and pore radius with a wetting adsorbed layer

**Q:** I am measuring pore sizes in a porous organosilicate low-k film. Toluene vapour fills the pores, I lower the pressure at 298 K, and an ellipsometer shows when the liquid leaves. The pores empty at a relative pressure of 0.20. The Kelvin equation turns that into a radius of 1.50 nm, so my pores have a radius of 1.50 nm. The liquid wets the wall, so I set the cosine of the contact angle to one. Is anything missing?

**A:** The arithmetic is right, but look at what the radius belongs to. The Kelvin equation knows about a curved liquid surface and the vapour next to it. Nothing in it says where the solid is. Let us derive it and see which length comes out.

Let \(p\) be the vapour pressure in the cell, \(p_0\) the saturated vapour pressure and \(x=p/p_0\). At constant temperature, a change of pressure changes the chemical potential per mole by the molar volume times that change. For an ideal vapour the molar volume is \(R_gT/p\), with \(R_g\) the gas constant, so integration from \(p_0\) to \(p\) gives

\[
\mu_{\rm vap}=\mu_0+R_gT\ln x .
\]

The liquid is taken as incompressible, with molar volume \(V\). At pressure \(p_l\),

\[
\mu_{\rm liq}=\mu_0+V(p_l-p_0).
\]

Both start from the same \(\mu_0\), because liquid and vapour coexist at \(p_0\). Setting them equal gives \(p_l=p_0+(R_gT/V)\ln x\). The amount by which the liquid pressure lies below the vapour pressure is therefore

\[
\Delta=p-p_l=\frac{R_gT}{V}\ln\frac1x-(p_0-p).
\]

With a rough saturated pressure of 3.8 kPa, the last bracket is \(8.2\times10^{-5}\) of the first term at your pressure. I drop it:

\[
\Delta=\frac{R_gT}{V}\ln\frac1x .
\]

For toluene I use the rough values \(V=107\ \mathrm{cm^3/mol}\) and surface tension \(\gamma=28.0\) mN/m. Then \(R_gT/V=23.16\) MPa, and

\[
\Delta=23.16\times1.6094=37.27\ \mathrm{MPa}.
\]

The liquid is under strong tension. A hemispherical surface of radius \(r\) supports a pressure difference \(2\gamma/r\), so the Kelvin radius is

\[
r_K=\frac{2\gamma}{\Delta}=\frac{2\times28.0}{37.27}\ \mathrm{nm}=1.503\ \mathrm{nm},
\]

where I used 1 mN/m = 1 MPa nm. This is the radius of the meniscus.

**Q:** Agreed. But the meniscus spans the pore. If it is a hemisphere and the contact angle is zero, its rim touches the wall, and its radius equals the pore radius.

**A:** That holds if the wall in front of the meniscus is bare. In your pore it is not: molecules remain adsorbed on the solid after the core has emptied. The meniscus then ends on the surface of that layer. A contact angle of zero fixes the direction of the liquid surface at its rim. It does not fix the position of the rim.

**Q:** I would like to see that from forces. Perhaps the layer pulls on the meniscus and changes its radius, so that things come out even.

**A:** That is a fair concern, so let us keep the wall's pull in the calculation. Take a straight, rigid, cylindrical pore of radius \(R\), with an adsorbed layer of thickness \(t\). The open core has radius

\[
a=R-t .
\]

Here \(t\) is the thickness inside the pore at the pressure where it empties. Let \(\Pi\) be the extra attraction of the wall, expressed as an energy per volume of liquid, at distance \(R-r\) from the wall. "Extra" means beyond the attraction that the liquid has for itself. This attraction lowers the energy of the liquid near the wall, so at equal chemical potential the local liquid pressure is higher by \(\Pi\). The vapour pressure therefore exceeds the local liquid pressure by \(\Delta-\Pi\).

Now cut out the part of the meniscus within a distance \(r\) of the axis. Let \(\psi\) be the angle between the surface and the plane across the pore, so \(\psi=0\) on the axis. Two forces act along the pore. The pressure difference pushes the cap towards the liquid with force

\[
\int_0^r(\Delta-\Pi)\,2\pi r'\,dr' .
\]

The surface outside the cut pulls the edge, of length \(2\pi r\), towards the vapour with force \(2\pi r\gamma\sin\psi\). They balance, and division by \(2\pi\) gives

\[
\gamma r\sin\psi=\int_0^r(\Delta-\Pi)\,r'\,dr' .
\]

At \(r=a\) the meniscus joins the surface of the layer. The layer's surface pulls on this line along the pore with tension \(\gamma\), and the meniscus pulls the other way with \(\gamma\sin\psi\). Balance requires \(\sin\psi=1\), so the meniscus joins the layer smoothly. Since \(\Delta\) does not depend on \(r\),

\[
\gamma a=\frac{\Delta a^2}{2}-\int_0^a\Pi\,r\,dr .
\]

This relation holds within the model for any \(\Pi\).

**Q:** And for my pore?

**A:** Take first a contact layer: the wall binds the molecules in the layer, but its extra attraction ends at the layer's surface. Then \(\Pi=0\) throughout the core and the integral vanishes. Dividing by \(a\), which is not zero, leaves \(\gamma=\Delta a/2\), or

\[
a=\frac{2\gamma}{\Delta}=r_K .
\]

Since \(a=R-t\),

\[
\boxed{R=r_K+t}
\]

The force balance at smaller \(r\) also gives the shape: \(\gamma r\sin\psi=\Delta r^2/2\), hence \(\sin\psi=r/r_K\). That is a sphere of radius \(r_K\). The layer has not altered the hemisphere. It has moved the rim inward from the solid by \(t\).

Suppose the layer is 0.40 nm thick, about one toluene molecule lying flat. Then

\[
R=1.503+0.40=1.903\ \mathrm{nm}.
\]

The pore diameter is 3.81 nm, where you would have reported 3.01 nm. Relative to the pore radius of this model, your value is 21.0 % too small.

**Q:** You assumed that the layer stays behind. Why should the pore not empty completely, or the layer grow until it closes the core?

**A:** Compare energies. At fixed vapour pressure and temperature the relevant quantity is the grand potential, in which each volume of liquid costs \(\Delta\) and gains \(\Pi\). Subtract the value for a full pore from that for a pore with an open core of radius \(a\). Per unit length, the open core adds a surface of area \(2\pi a\) and removes the liquid from the core:

\[
D(a)=2\pi\left[\gamma a-\int_0^a(\Delta-\Pi)\,r\,dr\right].
\]

The layer itself and its contact with the solid are common to both states and cancel. Setting \(D=0\) reproduces the force balance at the rim. So the pressure at which a meniscus can recede is also the pressure at which the lined and full states have equal energy.

The layer must also be stable against small changes of thickness. The slope is

\[
\frac{dD}{da}=2\pi\left[\gamma-(\Delta-\Pi)a\right].
\]

Just inside the core \(\Pi=0\), and \(\Delta a=2\gamma\) at emptying, so the slope is \(-2\pi\gamma\). Making the core smaller therefore costs energy, and the layer does not thicken. Inside the layer, let the extra binding be 5.0 kJ/mol, a round model value. Divided by \(V\) this is 46.7 MPa, larger than \(\Delta=37.27\) MPa. There \(\Delta-\Pi\) is negative and the slope is positive. Making the core larger, by stripping the layer, also costs energy. The layer is stable on both sides.

The energy can be used without the sum rule. For a given pressure and layer, one evaluates \(D\) numerically and searches for the pore radius at which its minimum for the lined state is zero. With your numbers this gives 1.903 nm. For relative pressures of 0.10, 0.20 and 0.40, each with layers of 0.30, 0.40 and 0.60 nm, the largest departure from \(r_K+t\) is \(1.4\times10^{-4}\) nm. For a bare wall at \(x=0.20\), still with zero contact angle, the search gives 1.503 nm. That is the case in which your original reading is right.

**Q:** Then does my porosity have to be corrected as well?

**A:** Not if you obtain it from the completely filled film. At saturation the liquid occupies core and layer together, and the ellipsometer responds to all of it. No pore radius enters. What changes is the interpretation of the emptying step. In a cylinder, the core's share of the volume is

\[
\frac{\pi a^2}{\pi R^2}=\left(\frac{r_K}{R}\right)^2=62.4\ \% .
\]

The remaining 37.6 % is the layer's share, and it is still occupied just after the step. If the layer is as dense as the liquid, taking the step alone as the pore volume would lose exactly that part.

The internal surface is affected too. A cylinder of length \(L\) has wall area \(2\pi RL\) and volume \(\pi R^2L\), so their ratio is \(2/R\). The pore radius gives 1.051 nm\(^{-1}\); the Kelvin radius in its place gives 1.331 nm\(^{-1}\), which is 27 % too large. At fixed porosity, the inferred wall area of the film is too large by the same fraction.

**Q:** Could I avoid the trouble by using the pressure at which the pores fill?

**A:** The layer matters there as well, and the shape of the surface is different. Consider a pore open at both ends, lined but with no meniscus yet. Its liquid surface is a cylinder. The lined state resists thickening as long as the slope of \(D\) just inside the core is negative, that is, while \(\Delta a>\gamma\). As you raise the vapour pressure, \(\Delta\) falls, and this resistance disappears at

\[
\Delta_{\rm fill}=\frac{\gamma}{a}.
\]

Emptying took place at \(2\gamma/a\). With \(a\) the same in both cases, the deficit at filling is half that at emptying. Because \(\Delta\) is proportional to \(\ln(1/x)\),

\[
\ln\frac1{x_{\rm fill}}=\frac12\ln\frac1{x_{\rm empty}},
\qquad x_{\rm fill}=\sqrt{x_{\rm empty}} .
\]

For \(x_{\rm empty}=0.20\) this is 0.447. Locating numerically the point where the energy minimum of the lined state disappears gives 0.446; the small difference comes from the finite step used for the slope. A real layer does not keep its thickness over this range: with an extra binding of 5 kJ/mol, the BET isotherm of a flat surface goes from about 0.8 to about 1.5 layers between \(x=0.20\) and 0.447, which narrows the core and lowers the filling pressure.

With no extra wall force in the core, this is an upper limit for filling; a repulsion reaching into the core would raise it. In a core as narrow as yours, thermal motion can form a liquid bridge across the core earlier. Within the same model, the energy barrier for such a bridge is about 32 times the thermal energy at \(x=0.30\) and only about 4.5 times at \(x=0.40\). With a rough \(10^{12}\) attempts per second for each molecule, a pore 100 nm long would fill within about a minute near \(x=0.28\).

If you put the limiting pressure, 0.447, into the hemispherical formula, you get \(2\gamma/\Delta_{\rm fill}=2a\), twice the core radius. Adding \(t\) does not repair this. The factor of two belongs to a layer of fixed thickness, with no extra wall force in the core, in a pore that stays open until it loses stability. A long-range attraction thickens the layer before the pore fills, and the factor is then smaller. A repulsion in the core makes it larger. A pore that fills earlier, through a thermally formed bridge, gives a factor between one and two. If a meniscus is already present, for instance at a closed end, it can advance near \(2\gamma/a\), and the filling pressure is then lower.

**Q:** Let us return to emptying. You let the wall's attraction stop at the surface of the layer. Real attractions do not stop so neatly.

**A:** They do not, and the general force balance tells us the direction of the error. Multiply it by \(2/(\Delta a)\):

\[
\frac{2\gamma}{\Delta}=a-\frac{2}{\Delta a}\int_0^a\Pi\,r\,dr .
\]

The left side is \(r_K\), and \(2/\Delta=r_K/\gamma\). Therefore

\[
a=r_K+\delta,\qquad
\delta=\frac{r_K}{\gamma a}\int_0^a\Pi\,r\,dr,
\]

and the pore radius becomes

\[
R=r_K+t+\delta .
\]

If \(\Pi\) is attractive in the core, \(\delta\) is positive. The wall helps to hold liquid in the core, so a wider pore can stay full down to the same vapour pressure. The effect adds to the layer's thickness and does not cancel it.

**Q:** How large can it be?

**A:** Try an attraction that falls with the cube of the distance from the wall, \(\Pi=C/(R-r)^3\). The layer now has no sharp binding edge; its thickness follows from zero slope of \(D\):

\[
\Delta=\frac{C}{t^3}+\frac{\gamma}{a}.
\]

For the force balance we need the integral of \(r/(R-r)^3\). Differentiation shows that

\[
\begin{aligned}
\frac{d}{dr}\frac{r^2}{2R(R-r)^2}
&=\frac{r}{R(R-r)^2}+\frac{r^2}{R(R-r)^3}\\
&=\frac{r[(R-r)+r]}{R(R-r)^3}=\frac{r}{(R-r)^3}.
\end{aligned}
\]

With \(R-a=t\), the integral of \(\Pi r\) from 0 to \(a\) is \(Ca^2/(2Rt^2)\). Inserting it in the force balance and dividing by \(a^2/2\) gives

\[
\Delta=\frac{2\gamma}{a}+\frac{C}{Rt^2}.
\]

I choose \(C\) so that a flat surface at your pressure would carry 0.40 nm. A flat layer has no curvature term, so

\[
C=\Delta\,(0.40\ \mathrm{nm})^3=2.385\ \mathrm{MPa\,nm^3}.
\]

This is a deliberately strong case, because it credits the whole layer to the long-range attraction. If short-range binding holds part of the layer, \(C\) is smaller. In the usual notation \(C=A/(6\pi)\), with a Hamaker constant \(A=4.50\times10^{-20}\) J. For toluene on silica, a rough estimate from the refractive indices gives about a tenth of this in size. The liquid and the solid polarize almost equally, so even the sign is uncertain: if the solid has the lower index, \(\Pi\) is negative and acts as a weak repulsion. An organosilicate with an index near 1.40 would give about a quarter of the size, with that repulsive sign. Added to a 0.40 nm contact layer, a tail of one tenth shifts the pore radius by about 0.04 nm and a tail of one quarter by about 0.1 nm, upward for attraction and downward for repulsion. These sizes hold for the attraction summed over the solid around the cylinder; the flat-wall law gives 0.03 and 0.08 nm. On a flat lined surface, a repulsion of this size would appear as a contact angle of roughly 10 to 20 degrees. The downward shift is largely the effect of that angle, so the two should not both be corrected for. The numbers below therefore show what a strong attraction would do, not what your film is expected to do.

Solving the two conditions with \(R=a+t\) gives \(a=1.715\) nm and \(t=0.485\) nm. The pore radius is

\[
R=1.503+0.485+0.212=2.200\ \mathrm{nm}.
\]

The layer is thicker than on the flat surface because the term \(\gamma/a\) carries part of the deficit, leaving less for \(C/t^3\) to balance. An integration of the meniscus shape in this pore agrees with the energy calculation: with \(\Delta\) raised by 0.5 % the surface becomes parallel to the wall, and with \(\Delta\) lowered by 0.5 % it turns back before doing so.

**Q:** You used the attraction of a flat wall inside a round pore.

**A:** Yes, and that leaves out solid on the other sides of the pore. Summing the same attraction over all the solid around the cylinder gives \(t\approx0.51\) nm, \(a\approx1.76\) nm and \(R=2.274\) nm. Relative to this value, the simple sum with the flat-surface thickness, 1.903 nm, is 16 % too small, and the bare Kelvin radius is 34 % too small. These percentages belong to the deliberately strong attraction chosen above. Adding \(t\) removes a definite error, but it does not make the result accurate to the third digit.

**Q:** Where would I get \(t\) for my film?

**A:** A natural reference is a nonporous surface with the same chemistry, measured with the same vapour at the same relative pressure. For a contact layer, that thickness can be carried into the pore if the layer is present on both surfaces. With long-range attraction it is an underestimate, as the change from 0.40 to 0.485 nm shows. An error in \(t\) passes directly into \(R\): at fixed \(r_K\), 0.1 nm in one is 0.1 nm in the other.

**Q:** Is there a pore size above which I may forget the layer?

**A:** The fraction lost by leaving it out is

\[
\frac{R-r_K}{R}=\frac{t}{r_K+t}
\]

for a contact layer. With \(t\) held at 0.40 nm and \(r_K=20\) nm, it is 2 %. A real layer may thicken as the pressure approaches saturation. With the strong cubic attraction chosen above, the loss at \(r_K=20\) nm is 8 %, and it falls to about 2 % only near \(r_K=200\) nm. The cubic law also shows what happens in the limit. On a flat surface \(t=(C/\Delta)^{1/3}\), while \(r_K=2\gamma/\Delta\). Their ratio is

\[
\frac{t}{r_K}=\frac{C^{1/3}\Delta^{2/3}}{2\gamma}.
\]

It tends to zero as \(\Delta\to0\). The layer grows without limit, but the Kelvin radius grows faster. Inside a wide pore \(a\) approaches \(r_K\), so \(\gamma/a\) approaches \(\Delta/2\) and the layer condition becomes \(C/t^3=\Delta/2\). The layer is then thicker than on the flat surface by the factor \(2^{1/3}\). With the integral found above, \(\delta=r_KCa/(2\gamma Rt^2)\), which approaches \(C/(\Delta t^2)=t/2\). Both corrections therefore vanish relative to \(r_K\). In wide pores, which empty close to saturation, your identification becomes a good approximation. Pores of one or two nanometres are far from that limit.

**Q:** How closely does all this describe a real low-k film?

**A:** Pore radii of roughly 1 to 2 nm occur in porous organosilicates, so 1.9 nm lies towards the upper end of that rough range. The liquid properties are rough values for toluene; the layer thickness and its binding are model choices. The assumption that real films break most plainly is the straight cylinder. Their pores are connected and vary in width, and a wide cavity behind a narrow neck may stay full until the neck empties. The emptying pressure then describes the neck, and this measurement alone does not say how much wider the cavity is.

Other effects can be sized for your numbers:

- The core is 5.3 molecular sizes across, taking the cube root of the volume per molecule, 0.562 nm, as the size. A sharp surface with bulk tension is therefore a strained description. If the tension changes by the fraction \(2\ell/r\), with a rough length \(\ell=0.056\) nm, and is put into \(2\gamma/r\), the radius shifts by \(-0.122\) nm for a lowered tension or \(+0.105\) nm for a raised one. The emptying condition \(D=0\) involves the cylindrical surface of the layer, which has half the curvature of a sphere, so its tension changes only by \(\ell/a\). The core radius at emptying then shifts by about half as much, \(-0.058\) or \(+0.054\) nm.
- If the film is 1 K warmer than the vapour source, its own saturated pressure is higher and the true relative pressure is lower. With a rough heat of vaporization of 38 kJ/mol, the Kelvin radius falls by 0.051 nm.
- The liquid expands slightly under tension. With a rough compressibility of 0.9 GPa\(^{-1}\), \(\Delta\) falls by about 1.6 % and the Kelvin radius rises by about 0.025 nm.
- The liquid's tension pulls on the solid. Dividing \(\Delta\) by a rough film modulus of 5.0 GPa gives a strain scale of 0.75 %, small beside the 21 % error from the missing layer.

**Q:** With 37 MPa of tension, might the liquid break before the meniscus recedes?

**A:** A bubble of radius \(r\) in bulk liquid costs \(4\pi r^2\gamma-\tfrac43\pi r^3\Delta\). Its derivative, \(8\pi r\gamma-4\pi r^2\Delta\), vanishes at \(r=2\gamma/\Delta\), which is again \(r_K\). Substitution gives the barrier

\[
W=\frac{16\pi\gamma^3}{\Delta^2}-\frac{32\pi\gamma^3}{3\Delta^2}
=\frac{16\pi\gamma^3}{3\Delta^2},
\]

or 64 times the thermal energy \(k_BT\). Whether such a bubble appears depends on the volume of liquid as well. There are \(5.6\times10^{27}\) molecules per cubic metre; allow each a rough \(10^{12}\) attempts per second. Multiplied by \(e^{-64}\approx1.6\times10^{-28}\), this gives about \(10^{12}\) bubbles per cubic metre per second. A cubic centimetre of liquid would break at once. A pore of your radius and 100 nm length holds only about \(10^{-24}\ \mathrm{m^3}\), so by this estimate a spontaneous bubble there is very unlikely, about \(10^{-12}\) per second. The estimate is fragile, because the barrier stands in an exponent. Lowering the tension by the fraction \(2\ell/r\) with \(\ell=0.056\) nm brings the barrier to 50 and the rate to about \(10^{-6}\) per pore per second; twice that \(\ell\) gives 37 and about one per second. Measured hysteresis loops commonly close near \(x=0.42\) to 0.50 for nitrogen at 77 K and near 0.28 for benzene at 298 K, which is usually attributed to cavitation, and there the same formula gives 42 to 66 and 73 times \(k_BT\). Cavitation therefore cannot be excluded at your pressure, above all in cavities behind narrow necks. The estimate does not cover bubbles that start at a poorly wetted spot on the wall, and a critical bubble would be as wide as your core, so it is a guide to size. If the liquid did break first, the emptying pressure would no longer measure the meniscus in your pore, and neither \(r_K\) nor \(r_K+t\) could be read from it.

**Q:** Then I should report 1.50 nm as the Kelvin radius, and about 1.9 nm as the pore radius for a 0.40 nm contact layer.

**A:** Yes, and state the layer thickness, the emptying branch and the cylindrical model beside it. A reader can then replace \(t\) if a better value becomes available, and can see that a long-range wall attraction would push the radius upward and a repulsion would push it downward. The numerical output lists the main values used here.

## Table of computed values

```
Temperature: 298 K
Surface tension: 28.0 mN/m
Liquid molar volume: 107 cm3/mol
Relative pressure at emptying: 0.20
Adsorbed layer thickness: 0.40 nm
Extra binding in layer: 5.0 kJ/mol
Extra binding per volume: 46.7 MPa
R_gas T / V: 23.16 MPa
ln(p0/p): 1.6094
Pressure deficit of liquid: 37.27 MPa
Kelvin radius: 1.503 nm
Pore radius, Kelvin + layer: 1.903 nm
Pore diameter: 3.81 nm
Diameter if layer is forgotten: 3.01 nm
Radius error if forgotten: -21.0 %
Core share of pore volume: 62.4 %
Surface/volume, true: 1.051 1/nm
Surface/volume, layer forgotten: 1.331 1/nm
Pore radius by energy minimisation: 1.903 nm
Same, bare wall: 1.503 nm
Meniscus rim radius by integration: 1.503 nm
Largest sum-rule deviation, 9 cases: 1.4e-04 nm
Relative pressure at filling, numerical: 0.446
Square root of emptying value: 0.447
Neglected effects:
Rough saturated vapour pressure: 3.8 kPa
Vapour term / deficit: 8.2e-05
Long-range strength C: 2.385 MPa nm3
Equivalent Hamaker constant: 4.50e-20 J
Flat-law tail, layer in pore: 0.485 nm
Flat-law tail, core radius: 1.715 nm
Flat-law tail, extra delta: 0.212 nm
Flat-law tail, pore radius: 2.200 nm
Cylinder tail, layer in pore: 0.512 nm
Cylinder tail, core radius: 1.762 nm
Cylinder tail, pore radius: 2.274 nm
Molecular size (V/N_A)^(1/3): 0.562 nm
Core diameter / molecular size: 5.3
Assumed Tolman length: 0.056 nm
Radius shift, tension lowered: -0.122 nm
Radius shift, tension raised: +0.105 nm
Rough heat of vaporization: 38 kJ/mol
Kelvin radius shift, film 1 K warmer: -0.051 nm
Rough film modulus: 5.0 GPa
Elastic strain scale: 0.75 %
Bulk cavitation barrier: 64 kT
```
